Why a lead has many self-energies and decay selects the retarded one

**Question.** The surface Green's function of a periodic lead with M orbitals per layer obeys a quadratic matrix equation. Why does this equation generically have binomial(2M, M) = (2M)!/(M!)² solutions, and why does keeping all modes that decay at energy E + iη single out the retarded one?

**Answer.**

**What the equation remembers and what it forgets**

Let the lead consist of layers n = 1, 2, 3, …, coupled to a device at layer 0. Each layer has M orthonormal orbitals and the Hermitian block H₀. The hopping block is H(n,n+1) = T, so that H(n+1,n) = T†. Layers are taken thick enough that only neighbours couple. Atomic units are used in the algebra, with ħ = 1, and z = E + iη with η > 0.

Let G = (z − H)⁻¹ for the isolated lead, and let g = G₁₁ be its surface block. The first two layers of the equation (z − H)G = 1 are linked by

(z − H₀) g − T G₂₁ = 1.

Layers 2, 3, … form a lead identical to the original one. Its surface is driven by the amplitude T†g arriving from layer 1, so G₂₁ = g T† g. Hence

(z − H₀ − T g T†) g = 1,  Σ = T g T†,  (1)

where Σ is the self-energy that the lead gives to layer 0. The same argument for deeper layers gives G(n+1,1) = G(n,1) T† g, and therefore

G(n,1) = g (T†g)ⁿ⁻¹ = Xⁿ⁻¹ g,  X = g T†.  (2)

The matrix X carries an amplitude one layer deeper into the lead.

Equation (1) states that removing a layer leaves the lead unchanged. It does not state what happens far away. Waves arriving from infinity, or growing towards it, can satisfy the same condition, and this lost boundary condition is the source of the extra solutions.

One orbital with real hopping t and level ε shows the mechanism. Multiplying (1) by t gives

t X² + (ε − z) X + t = 0.

The two roots have product 1. One describes a wave that decays into the lead, the other a wave that grows. With M orbitals there are 2M such waves, and a solution uses M of them.

**From solutions to choices of modes**

Multiply (1) on the right by T† and use g T† = X:

T X² + (H₀ − z) X + T† = 0.  (3)

Assume for now that T is invertible. Then g = X(T†)⁻¹, and solutions of (1) and (3) correspond one to one.

A lead mode has amplitudes λⁿu. In the interior of the lead it must satisfy Q(λ)u = 0, with

Q(λ) = λ²T + λ(H₀ − z) + T†.

For any solution of (1), g⁻¹ = z − H₀ − TX. This gives the factorization

Q(λ) = (λT − g⁻¹)(λ − X).  (4)

To verify it, expand the right side. The term in λ² is T. The term in λ is −(TX + g⁻¹) = H₀ − z. The constant term is g⁻¹X = T†.

The determinant of Q has degree 2M, with leading coefficient det T. Suppose its 2M roots are distinct. By (4), det(λ − X) divides det Q, so X has M distinct eigenvalues taken from these roots. Also by (4), an eigenvector of X is a mode vector. Each simple root has just one mode vector up to a factor, so

X = U Λ U⁻¹,  (5)

where the columns of U are the M chosen vectors and Λ holds their factors.

Conversely, take any M modes whose vectors are linearly independent and form X by (5). Acting on a chosen u, the left side of (3) gives Q(λ)u = 0. Since the chosen vectors form a basis, (3) holds. Different choices give different eigenvalues and hence different X. There are therefore at most binomial(2M, M) solutions, and this number is reached when every set of M mode vectors is independent.

**Why independence is generic**

It suffices to find one lead for which every choice works. Start from uncoupled channels with distinct roots, levels ε_a and real hoppings t_a. Channel a has factors λ₊ and λ₋ = 1/λ₊, both with the vector e_a. A choice containing both then fails.

Now replace T by T + sV, with s small and V without diagonal elements. To first order the mode vector becomes e_a + s Σ_b c_b e_b, the sum running over b ≠ a. The factor λ does not shift at this order, because V_aa = 0. Row b of Q(λ)u = 0, divided by sλ, reads

λV_ba + λ⁻¹V_ab* + (ε_b − z + t_b μ_a) c_b = 0,  μ_a = λ₊ + λ₋.

The bracket is the same for both factors. Using 1/λ₊ = λ₋, the difference between their coefficients is

c_b(λ₊) − c_b(λ₋) = −(λ₊ − λ₋)(V_ba − V_ab*)/(ε_b − z + t_b μ_a).  (6)

Consider a choice that uses both modes of the channels in a set D and none of those in a set F. The two sets have the same size d. In det U, subtract the two columns belonging to each channel of D. To leading order the determinant is, up to sign, sᵈ times the determinant of the block (6) with b in F and a in D. These sets do not overlap, so the differences V_ba − V_ab* in the block can be set freely, for example nonzero only for a one-to-one pairing of D with F. The block determinant is thus a nonzero polynomial in the real and imaginary parts of the elements of V. There are finitely many choices, so one V makes all of them nonzero, and a small enough s then gives a lead with the full count.

To pass from one lead to almost all, write the mode vectors as u(λ) = adj Q(λ) w, where adj is the adjugate matrix and w a fixed vector, chosen so that no mode vector of this lead vanishes. The product of (det U)² over all choices is symmetric in the 2M roots. It is therefore a polynomial in the elements of H₀, T and T†, divided by a power of det T. It is nonzero for the lead just found, so it vanishes only on a set of measure zero. The same holds for the discriminant, which detects coincident roots. This is the meaning of "generically" here.

**Leads with a different count**

Symmetry can place a lead on the exceptional set. If T = T†, then

Q(λ)/λ = T(λ + 1/λ) + H₀ − z.

The modes λ and 1/λ now share a vector, even if the orbitals are coupled. A valid choice takes one mode from each pair. If the M values of λ + 1/λ are distinct, their vectors are independent, being eigenvectors of T⁻¹(z − H₀), and there are 2ᴹ solutions. Uncoupled channels with distinct roots also give 2ᴹ.

The missing solutions have gone to infinity. When T differs from a Hermitian matrix by a small generic perturbation of size ε, two paired vectors differ by an amount of order ε, and U⁻¹ in (5) grows as 1/ε. Not every perturbation does this. For T = (1 + iε)T_h with T_h Hermitian, T g T† = (1 + ε²)T_h g T_h, so (1) is again the equation of a Hermitian hopping and the count stays 2ᴹ.

Symmetry can also give too many solutions. Suppose two channels are identical, as for the two spin directions without spin-orbit coupling, or for a degenerate pair of levels of a ring-shaped cross-section. Each of their roots λ₊ and λ₋ is then double, with a two-dimensional space of mode vectors. In that space X = S diag(λ₊, λ₋) S⁻¹ solves (3) for every invertible S. There are infinitely many solutions, and the bound binomial(2M, M) does not apply. The retarded solution remains unique, as shown below.

If T has rank r < M, count the solutions of (1) directly. The matrix X = gT† then has rank r, and the null vectors of T† are forced choices with λ = 0. The first factor in (4) has a determinant of degree at most r in λ, and it is nonzero at λ = 0. So det Q has at most 2r nonzero roots. If there are 2r distinct ones, X contains r of them, and the bound becomes binomial(2r, r). For r = 1 this is two, as for a chain with one connecting bond between layers.

**Why the retarded solution contains only decaying modes**

The retarded propagator is zero before the source acts. For t > 0 it is −i exp(−iHt), and its transform at z is

−i ∫₀^∞ exp(izt) exp(−iHt) dt = (z − H)⁻¹.

The factor exp(−ηt) makes the integral converge. Since H is Hermitian, the norm of this operator is at most 1/η. By (2), for any surface vector v,

Σₙ ‖Xⁿ⁻¹ g v‖² ≤ ‖v‖²/η².

The matrix g is invertible by (1), so g v can be made any eigenvector of X. The sum then contains |λ|²⁽ⁿ⁻¹⁾ and converges only if |λ| < 1. All eigenvalues of the retarded X lie inside the unit circle.

The remaining roots come from the first factor in (4):

(λT − g⁻¹)u = 0, or gTu = λ⁻¹u.

The eigenvalues of gT are the complex conjugates of those of T†g†. For the resolvent, g(z)† = g(z*), and T†g(z*) has the same eigenvalues as g(z*)T† = X(z*). The norm bound holds equally at z*, so these too lie inside the circle. Hence |1/λ| < 1 for every remaining root. For invertible T, exactly M modes decay and M grow, at every E and every η > 0.

It remains to show that no second solution g′ has all its modes decaying, even if roots coincide. Subtracting the two forms of (1) gives

g − g′ = g(g′⁻¹ − g⁻¹)g′ = (gT)(g − g′)(T†g′).

The eigenvalues of gT lie inside the circle, as just shown. Those of T†g′ equal those of X′ = g′T†, which lie inside by assumption. Inserting the equation into itself repeatedly gives, for every n,

g − g′ = (gT)ⁿ (g − g′) (T†g′)ⁿ → 0.

So g′ = g. Selecting all decaying modes restores the boundary condition that (1) had lost.

**Positivity gives the same verdict**

Define the spectral matrix A = i(g − g†). Its trace divided by 2π is the surface density of states. The subtraction above, with g† in place of g′ and z* in its equation, gives

A = 2η g g† + (gT) A (gT)†.  (7)

The factor 2η is i(z* − z). Let w†gT = y w†. Then

(1 − |y|²) w†A w = 2η ‖g†w‖² > 0.

If A is positive definite, every |y| < 1. The unchosen modes, with λ = 1/y, then all grow, so the chosen ones all decay. Conversely, if every |y| < 1, iterating (7) writes A as a convergent sum of positive terms.

For distinct roots the argument also gives a count. On the span of left eigenvectors with |y| < 1, iterating (7) shows that A is positive definite. On the span with |y| > 1, iterating the inverted relation shows that it is negative definite. The number of negative eigenvalues of A thus equals the number of unchosen decaying modes, which is the number of growing modes chosen. The trace alone is a weaker criterion, since positive and negative eigenvalues can compensate.

**What happens as η goes to zero**

Let k be the phase per layer of an open mode at real energy E, in a nondegenerate band E(k) with dE/dk ≠ 0. Adding iη to the energy changes k by iη/(dE/dk) to first order, so

λ ≈ exp(ik) exp[−η/(dE/dk)].  (8)

The mode decays if its group velocity points into the lead. Decay at E + iη is thus the outgoing-wave condition. An evanescent mode is already decided at η = 0.

At η = 0 both open partners have |λ| = 1, and the modulus no longer decides. The velocity must be used instead, also when η/(dE/dk) is smaller than the numerical error of |λ|. Replacing every outgoing mode by its incoming partner gives the limit from E − iη, which is the advanced function g†. At a band edge dE/dk = 0 and (8) fails. For a quadratic edge the change of k is proportional to √η.

**A two-orbital lead in numbers**

Take M = 2 with round model parameters, in eV:

H₀ = [[0, 0.3], [0.3, 1.0]]
T = [[−1.0, 0.4], [−0.2, 0.5]]

The energy is E = −1.00 eV, η = 0.010 eV, and the layer spacing is 3.0 Å. No material is implied. The modes follow from the linear eigenvalue problem for the pair (u, λu), which is equivalent to Q(λ)u = 0:

λ₁ = −0.2327 − 0.0013i, |λ₁| = 0.2328
λ₂ = 0.4048 + 0.9075i, |λ₂| = 0.9937
λ₃ = 0.4100 − 0.9190i, |λ₃| = 1.0063
λ₄ = −4.2964 + 0.0248i, |λ₄| = 4.2965

Modes 1 and 4 are evanescent; modes 2 and 3 belong to the open channel. Two modes decay and two grow. Equation (5) gives a solution for each of the six pairs. Their densities of states (DOS) and the eigenvalues of A, all in 1/eV, are:

Modes 1,2: DOS 0.291; A: 0.007, 1.822
Modes 1,3: DOS −0.293; A: −1.845, 0.007
Modes 1,4: DOS 0.008; A: −8.883, 8.931
Modes 2,3: DOS 0.008; A: −8.883, 8.931
Modes 2,4: DOS 0.770; A: −0.041, 4.882
Modes 3,4: DOS −0.818; A: −5.099, −0.039

Only the pair 1,2 has a positive spectral matrix. Its density of states is (0.007 + 1.822)/(2π) = 0.291 per eV. Three wrong solutions also have a positive density of states, so the sign of the trace would not have excluded them. The pair 2,4 contains the correct outgoing wave but a growing evanescent one, and its density of states is more than twice the retarded value.

The pairs 1,4 and 2,3 give equal entries for a reason. Here H₀ and T are real, so the transpose of a solution of (1) is also a solution. Its modes are the inverses of the unchosen ones. For the choice 1,4 the unchosen modes are 2 and 3, which are inverses of each other. The two solutions are therefore transposes, with the same trace and the same eigenvalues of A.

The open mode follows (8). Diagonalizing H₀ + T exp(ik) + T† exp(−ik) and solving for the given energy yields k = 1.151, and a finite difference gives dE/dk = 1.5812 eV. Then

η/(dE/dk) = 0.010/1.5812 = 0.006324,

which agrees with −ln|λ₂| = 0.006324. The amplitude decay length is 3.0 Å/0.006324 ≈ 474 Å, against 2.06 Å for the evanescent mode. The long length is set by the chosen η and would diverge as η → 0; the short one is a property of the lead at this energy.

The retarded solution gives

Σ₁₁ = −0.593 − 0.900i eV = −0.0218 − 0.0331i hartree.

At η = 0, with the open mode selected by velocity, the density of states is 0.2918 per eV. The value at η = 0.010 eV is lower by 0.26 % of this. The broadening i(Σ − Σ†) at η = 0 has one nonzero eigenvalue, 1.875 eV, for the one open channel. By (1) the broadening equals T A T†, so it has the same rank as A. That rank follows from (7) without its first term: between left eigenvectors with eigenvalues yᵢ and yⱼ, A can be nonzero only if yᵢyⱼ* = 1, which excludes the evanescent mode.

The loss of solutions can be followed in the same lead. Its hopping is the symmetric matrix [[−1.0, 0.1], [0.1, 0.5]] plus ε[[0, 1], [−1, 0]] with ε = 0.3 eV. With H₀ and z held fixed and ε reduced to 10⁻³ eV, the two largest Frobenius norms of X among the six solutions are 1266 and 2499. At 10⁻⁴ eV they are ten times larger, while the third largest stays at 3.9. At ε = 0 four solutions remain, as 2ᴹ requires. The retarded one is among them, because its bound ‖g‖ ≤ 1/η does not depend on ε.

Numbers in the example were calculated in double precision.
